\section*{Low-field level crossings of a spin-3/2 silicon vacancy}

\section{The problem}

A negatively charged silicon vacancy in 4H-SiC has a ground state of spin $S=3/2$. Its zero-field splitting is 70 MHz, its $g$ factor is taken as 2.0, and a static magnetic field $B$ is applied exactly along its symmetry axis $z$. At which non-zero fields do two levels of the ground quartet cross?

Energies are divided by Planck's constant $h$ and given in MHz. With an isotropic $g$ factor and no strain or nuclear spins, the Hamiltonian is
\begin{equation}
\frac{H}{h}=D\left(S_z^2-\frac54\right)+\gamma B S_z,
\qquad \gamma=\frac{g\mu_B}{h}=27.992\ \mathrm{MHz/mT}.
\label{eq:H}
\end{equation}
Here $\mu_B$ is the Bohr magneton and $D$ is the axial parameter. The constant $5/4=S(S+1)/3$ makes the average of the four zero-field energies vanish; it moves all levels together and has no effect on crossings.

\section{A tempting solution, which is wrong}

Since $D$ is the parameter that splits the levels at zero field, set $D=70$ MHz. The state with $S_z=m$ has energy $D(m^2-5/4)+\gamma Bm$. The level $m=-3/2$ starts in the upper doublet and falls fastest with field, so it meets the two levels of the lower doublet in turn. Equating its energy to that of $m=+1/2$ gives
\begin{equation}
D-\frac32\gamma B=-D+\frac12\gamma B
\quad\Rightarrow\quad \gamma B=D,
\end{equation}
and equating it to that of $m=-1/2$ gives
\begin{equation}
D-\frac32\gamma B=-D-\frac12\gamma B
\quad\Rightarrow\quad \gamma B=2D.
\end{equation}
With $D=70$ MHz the crossings would lie at $70/27.992\approx2.5$ mT and $140/27.992\approx5.0$ mT.

\section{The fault}

The algebra is sound; the number put into it is not. The zero-field splitting is an energy difference between doublets, whereas $D$ is a coefficient in the Hamiltonian. At $B=0$,
\begin{align}
m=\pm\tfrac32:&\qquad D\left(\tfrac94-\tfrac54\right)=+D,\\
m=\pm\tfrac12:&\qquad D\left(\tfrac14-\tfrac54\right)=-D,
\end{align}
so the splitting is $D-(-D)=2D$. Setting $D=70$ MHz therefore describes a centre whose splitting is 140 MHz, in conflict with the data of the problem. For spin 1 the two quantities do coincide: $m^2$ is then 1 or 0, and the term $DS_z^2$ splits the levels by $D$. That identification does not carry over to spin 3/2.

The error is awkward to notice from one field value alone. The wrong first crossing, at 2.5 mT, falls on a field where a crossing really occurs, but the pair of levels assigned to it is wrong. This matters physically, because the two crossings respond very differently to a tilted field, as shown below.

\section{The right solution}

Take $D>0$ first. The given splitting fixes
\begin{equation}
2D=70\ \mathrm{MHz},\qquad D=35\ \mathrm{MHz}.
\end{equation}
The operator in \eqref{eq:H} is diagonal in $m$, with energies (in MHz)
\begin{equation}
E_{\pm3/2}=D\pm\frac32\gamma B,\qquad
E_{\pm1/2}=-D\pm\frac12\gamma B.
\label{eq:levels}
\end{equation}
To be sure that no crossing is missed, form the differences of all six pairs:
\begin{align}
E_{3/2}-E_{-3/2}&=3\gamma B, & E_{1/2}-E_{-1/2}&=\gamma B,\\
E_{3/2}-E_{1/2}&=2D+\gamma B, & E_{3/2}-E_{-1/2}&=2D+2\gamma B,\\
E_{-3/2}-E_{1/2}&=2D-2\gamma B, & E_{-3/2}-E_{-1/2}&=2D-\gamma B.
\end{align}
The first line vanishes only at $B=0$, where it expresses the double degeneracy of each zero-field level. The second line is positive for every $B\ge0$. Each difference in the third line vanishes once. There are thus exactly two crossings at $B>0$ in this model:
\begin{align}
B_1&=\frac{D}{\gamma}=\frac{35}{27.992}\ \mathrm{mT}\approx1.25\ \mathrm{mT},
& m&=-\tfrac32\ \text{with}\ +\tfrac12,\\
B_2&=\frac{2D}{\gamma}=\frac{70}{27.992}\ \mathrm{mT}\approx2.50\ \mathrm{mT},
& m&=-\tfrac32\ \text{with}\ -\tfrac12.
\end{align}

At $B_1$ the four energies are $-52.5$, $-17.5$, $-17.5$ and $87.5$ MHz; at $B_2$ they are $-70$, $-70$, $0$ and $140$ MHz. The repeated values are the crossing pairs.

The sign of $D$ does not affect the fields. Reversing all spin components, $\mathbf S\to-\mathbf S$, is the action of time reversal and leaves a spectrum unchanged. Applied to $-H(D,B)$, it turns $-D(S_z^2-5/4)-\gamma BS_z$ into $-D(S_z^2-5/4)+\gamma BS_z$, which is $H(-D,B)$. The spectrum for $-D$ is therefore the spectrum for $D$ turned upside down, and all gaps between levels are the same. The state $m=+3/2$ then takes the part of $m=-3/2$. In general $B_1=|D|/\gamma$ and $B_2=2|D|/\gamma$.

The crossings also show in the magnetic resonance lines with $|\Delta m|=1$. For $D>0$ their frequencies are $|2D-\gamma B|$, $\gamma B$ and $2D+\gamma B$. At zero field the outer two coincide at $2D=70$ MHz, which is why the splitting, and not $D$, is what a zero-field resonance gives directly. The first line falls to zero frequency at $B_2$. At $B_1$ it is at 35 MHz, where it coincides with the line at $\gamma B$.

\section{What a tilted field does}

With the field along the axis, $m$ is conserved and levels of different $m$ pass through each other. A small component $B_\perp$ along $x$ adds $V=\gamma B_\perp S_x$, which mixes them. From
\begin{equation}
S_+|m\rangle=\sqrt{\tfrac{15}{4}-m(m+1)}\,|m+1\rangle,
\qquad S_x=\frac{S_++S_-}{2},
\end{equation}
the required matrix elements are
\begin{equation}
\langle-\tfrac12|S_x|-\tfrac32\rangle=\frac{\sqrt3}{2},\qquad
\langle\tfrac12|S_x|-\tfrac12\rangle=1,\qquad
\langle\tfrac32|S_x|\tfrac12\rangle=\frac{\sqrt3}{2}.
\end{equation}
Take $D>0$ again; by the inversion argument above, which holds for any field direction, the gaps for $D<0$ follow with $|D|$ in place of $D$.

\subsection{Second crossing}

The partners $m=-3/2$ and $m=-1/2$ are coupled directly. Two degenerate levels with coupling $v$ split into $\pm|v|$ about their common energy, so the gap is $2|v|$. With $v=(\sqrt3/2)\gamma B_\perp$,
\begin{equation}
\Delta_2\simeq\sqrt3\,\gamma B_\perp\simeq2\sqrt3\,D\tan\theta ,
\label{eq:gap2}
\end{equation}
where $\theta$ is the angle between field and axis. The last form uses $B_\perp=B_\parallel\tan\theta$, with the parallel component $B_\parallel\simeq2D/\gamma$ at the crossing.

\subsection{First crossing}

The partners $m=-3/2$ and $m=+1/2$ differ by two units of $m$, and $S_x$ has no matrix element between them. They are coupled in second order through $m=-1/2$. At $\gamma B_\parallel=D$ the partners lie at $-D/2$ and the intermediate state at $-3D/2$, an energy $D$ below. The effective coupling is
\begin{equation}
v_{\rm eff}=\frac{\left(\frac{\sqrt3}{2}\gamma B_\perp\right)(\gamma B_\perp)}
{-\frac D2-\left(-\frac{3D}{2}\right)}
=\frac{\sqrt3}{2}\frac{(\gamma B_\perp)^2}{D}.
\end{equation}

Second-order shifts of the partners must also be considered, since unequal shifts would displace the crossing. The state $m=-3/2$ is pushed up by $m=-1/2$, by $\frac34(\gamma B_\perp)^2/D$. The state $m=+1/2$ is pushed up by $m=-1/2$ and down by $m=+3/2$, which lies at $5D/2$, an energy $3D$ above:
\begin{equation}
\frac{(\gamma B_\perp)^2}{D}-\frac{\frac34(\gamma B_\perp)^2}{3D}
=\frac34\frac{(\gamma B_\perp)^2}{D}.
\end{equation}
The shifts are equal, so at this order the partners still meet at $\gamma B_\parallel=D$, and the gap there is
\begin{equation}
\Delta_1=2v_{\rm eff}\simeq\sqrt3\,\frac{(\gamma B_\perp)^2}{D}\simeq\sqrt3\,D\tan^2\theta .
\label{eq:gap1}
\end{equation}

\subsection{Size of the gaps}

For $\theta=1^\circ$, where $\tan\theta=0.01746$, the formulas give
\begin{align}
\Delta_1&\simeq1.732\times35\times(0.01746)^2\ \mathrm{MHz}\approx0.018\ \mathrm{MHz},\\
\Delta_2&\simeq2\times1.732\times35\times0.01746\ \mathrm{MHz}\approx2.1\ \mathrm{MHz}.
\end{align}
Diagonalization of the full $4\times4$ matrix gives 0.0185 and 2.12 MHz. At $5^\circ$ it gives 0.458 and 10.5 MHz, about 1\% below the leading-order formulas. The first crossing is the less sensitive one because its gap is quadratic in the small angle, while the second gap is linear.

A fixed transverse stray field of 0.05 mT, roughly the strength of the Earth's field, has $\gamma B_\perp\approx1.4$ MHz. It opens gaps of 0.097 MHz at the first crossing and 2.42 MHz at the second.

This protection of the first crossing holds for a transverse magnetic field acting through the isotropic Zeeman term of \eqref{eq:H}, on a centre with no coupled nuclear spin; the next section shows how a nucleus spoils it. The threefold symmetry of the real site also allows small Zeeman terms cubic in the spin, which can couple the partners in proportion to $B_\perp$; they are left out here. A distortion that breaks the axial symmetry can add a term $E(S_x^2-S_y^2)=\frac E2(S_+^2+S_-^2)$, which changes $m$ by two units. Since $S_+^2|-\frac32\rangle=2\sqrt3\,|\frac12\rangle$, it couples the partners directly with strength $\sqrt3E$ and opens a gap $2\sqrt3|E|$, linear in the distortion.

\section{One neighbouring nuclear spin}

Let one silicon-29 nucleus, with spin $I=1/2$, couple to the electron spin through
\begin{equation}
A\,\mathbf S\cdot\mathbf I=A S_zI_z+\frac A2\left(S_+I_-+S_-I_+\right),
\end{equation}
with the field again along the axis. Take $A=9$ MHz as a rough value for a nearby silicon site. The Zeeman energy of the nucleus is more than a thousand times smaller than that of the electron and is dropped. The total projection $M=m+m_I$ is conserved, so only states of equal $M$ mix.

Near $B_2$, the states $|-\frac32,\uparrow\rangle$ and $|-\frac12,\downarrow\rangle$ both have $M=-1$, and no other state does. Their energies differ by
\begin{equation}
\left(D-\frac32\gamma B-\frac34A\right)-\left(-D-\frac12\gamma B+\frac14A\right)
=2D-\gamma B-A ,
\end{equation}
and their coupling is $\frac A2\sqrt3$. The gap between the two mixed levels is therefore
\begin{equation}
\Delta=\sqrt{(2D-\gamma B-A)^2+3A^2}.
\end{equation}
Its minimum is $\sqrt3|A|\approx15.6$ MHz, at $\gamma B=70-9=61$ MHz, or 2.18 mT. For this pair the crossing is replaced by a wide avoided crossing, even in a perfectly aligned field. The state $|-\frac32,\downarrow\rangle$ is the sole state with $M=-2$; it cannot mix, and it still crosses other levels.

Near $B_1$, compare $m=-3/2$ and $m=+1/2$ for the same nuclear projection. Their values of $M$ differ by two, so with this isotropic coupling they still cross. A real neighbour also has an anisotropic part of the coupling, which in general does not conserve $M$ and can open a small gap. The term $AS_zI_z$ changes the energy difference from $2D-2\gamma B$ to $2D-2\gamma B\mp A$ for nuclear spin up or down, which puts the crossings of these two pairs at
\begin{equation}
\gamma B=D\mp\frac A2=30.5\ \text{or}\ 39.5\ \mathrm{MHz},
\end{equation}
that is, at 1.09 or 1.41 mT. Diagonalization gives 1.14 and 1.38 mT, so first order overstates the displacement. The remainder comes from the flip-flop terms. For nuclear spin down, for instance, $|\frac12,\downarrow\rangle$ is coupled with strength $A$ to $|-\frac12,\uparrow\rangle$, which lies $\gamma B$ below. It is pushed up by about $A^2/(\gamma B)=81/39.5\approx2.1$ MHz. Because the energy difference contains the field through the term $-2\gamma B$, the value of $\gamma B$ at the crossing moves down by half of this, to about 38.5 MHz. That accounts for the diagonalized value to within 0.01 mT.

The pairs with opposite nuclear projection cross as well. For $|-\frac32,\uparrow\rangle$ with $|\frac12,\downarrow\rangle$ the first-order difference is $2D-2\gamma B-A/2$, and for $|-\frac32,\downarrow\rangle$ with $|\frac12,\uparrow\rangle$ it is $2D-2\gamma B+A/2$, so $\gamma B\simeq D\mp A/4$; the full levels cross at about 1.16 and 1.34 mT. The first crossing thus splits into four. The pair $|-\frac32,\uparrow\rangle$, $|\frac12,\downarrow\rangle$ differs by only one unit of $M$: one flip-flop step and one step of $\gamma B_\perp S_x$ connect them, through $|-\frac12,\downarrow\rangle$ or $|-\frac12,\uparrow\rangle$, each roughly $D$ below. The gap of this pair is therefore linear in the tilt, of order $2\sqrt3\,|A|\tan\theta\approx0.5$ MHz at $1^\circ$, far larger than the 0.018 MHz found without the nucleus.

\section{The model beside a real centre}

The splitting of 70 MHz is a rough value for one of the silicon vacancies in 4H-SiC, and $g=2.0$ is rounded. Using the free-electron value, 2.00232, lowers both crossing fields by only about 0.1\%. Alignment and nuclear spins matter more. If a wafer is cut a few degrees off the crystal axis, a field normal to its surface is tilted by that amount; the $5^\circ$ result above then gives the scale, a gap of order 10 MHz at the second crossing. With rough natural abundances of 4.7\% for silicon-29 and 1.1\% for carbon-13, the fraction of centres with no magnetic nucleus among the 4 nearest carbon and 12 nearest silicon sites is
\begin{equation}
(1-0.047)^{12}(1-0.011)^4\approx0.54 .
\end{equation}
In a well-aligned field, the ideal crossings are thus a good first description for roughly half of the centres in natural material. More distant nuclei still couple weakly to these centres, and can shift the crossings slightly or open small gaps. For a centre with one silicon-29 neighbour of the assumed coupling, the first crossing splits into four, each displaced by about 0.1 mT.

Whether a crossing can be seen is a separate question from where it lies. At 300 K the ratio of the zero-field splitting to $k_BT$ is $1.1\times10^{-5}$, so in thermal equilibrium the four levels are almost equally populated, and mixing two of them changes the populations very little. Optical pumping, which makes the populations unequal, is what can turn the mixing into a visible change of signal.

Light also brings in the excited quartet, which has its own splitting. If that is taken as roughly 400 MHz, a room-temperature figure that grows on cooling, and the same Hamiltonian is used, its crossings fall near 7.1 and 14 mT; the short lifetime of the excited state broadens its levels, so these features are much less sharp. They lie at clearly higher fields than the two ground-state crossings. The computed values used here are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
zero-field splitting 2D (rough input): 70 MHz
axial parameter D: 35 MHz
g factor (rough input): 2
gamma = g muB/h: 27.992 MHz/mT
first crossing, from diagonalization: 1.25 mT
second crossing, from diagonalization: 2.501 mT
first crossing for D < 0: 1.25 mT
second crossing for D < 0: 2.501 mT
discriminant zeros gamma B/D: [-2, -1, 0, 1, 2]
partners m at first crossing: [ 0.5 -1.5]
partners m at second crossing: [-0.5 -1.5]
levels at first crossing (MHz): [-52.5 -17.5 -17.5  87.5]
levels at second crossing (MHz): [-70. -70.  -0. 140.]
gap at first crossing, tilt 1 degree: 0.0185 MHz
gap at second crossing, tilt 1 degree: 2.12 MHz
gap at first crossing, tilt 5 degrees: 0.458 MHz
gap at second crossing, tilt 5 degrees: 10.5 MHz
transverse stray field (rough input): 0.05 mT
stray-field gap at first crossing: 0.0967 MHz
stray-field gap at second crossing: 2.42 MHz
silicon-29 coupling A (rough input): 9 MHz
first crossing, nucleus up: 1.14 mT
first crossing, nucleus down: 1.38 mT
nuclear gap near second crossing: 15.6 MHz
field of that nuclear gap: 2.18 mT
silicon-29 abundance (rough input): 4.7 %
carbon-13 abundance (rough input): 1.1 %
centres without such nuclei nearby: 54 %
free-electron g factor: 2.00232
first crossing with free-electron g: 1.249 mT
second crossing with free-electron g: 2.498 mT
temperature: 300 K
splitting divided by kT: 1.12e-05
excited-state splitting (rough input): 400 MHz
excited-state first crossing: 7.1 mT
excited-state second crossing: 14 mT
\end{verbatim}
